The Miller-Abrahams Bond Resistance from Linearized Hopping and from Equilibrium Fluctuations

Take two traps, one 0.05 eV and the other 0.15 eV above the Fermi level. At 300 K, where kT = 0.02585 eV, an electron hopping up from the first to the second pays exp(−0.10/0.02585), about 1/48. The hop down pays nothing. If the hopping rate is read as a conductance, the pair has two conductances that differ by a factor of 48, so it is not an ordinary resistor. Both values are also too large, by factors of about 8 for the hop up and 380 for the hop down, because neither accounts for how seldom the starting trap is full while the other is empty. A search for the current path through a memory oxide could then follow the wrong bonds.

What is needed is one symmetric resistance per pair, with the occupations included. It is derived below in two ways: by linearizing the flow, and by counting hops in equilibrium.

**Model and conventions**

A site holds zero or one electron. Its energy E is measured from the equilibrium Fermi level μ, so its equilibrium occupation is

f = 1/(1 + exp(E/kT)).

If the electron can have either spin, the exponential acquires a factor 1/2. This is the same as lowering E by kT ln 2, and E is understood to include that shift.

The Miller-Abrahams rate from an occupied site i to an empty site j at distance r is

W(i→j) = ν₀ exp(−2r/a) exp(−max(Ej − Ei, 0)/kT).

Here ν₀ is an attempt rate and a is the decay length of the wave function, whose square falls as exp(−2r/a). A hop up in energy needs a phonon and pays a Boltzmann factor; a hop down does not. The charge e is positive, and flows count electrons.

The result to be shown is

R = (kT/e²ν₀) exp(ξ) F,

ξ = 2r/a + (|Ei| + |Ej| + |Ei − Ej|)/2kT,

F = (1 + exp(−|Ei|/kT)) (1 + exp(−|Ej|/kT)).

Each bracket of F lies between 1 and 2, so F lies between 1 and 4. The familiar exponent ξ is therefore the leading part of ln R, and ln F adds at most ln 4 ≈ 1.39.

**First derivation: linearize the flow**

Under bias, the electric potential shifts the site energies to Ei′ and Ej′, and the occupations change. Each occupation is described by a local electrochemical potential μi, also measured from the equilibrium Fermi level:

fi = 1/(1 + exp((Ei′ − μi)/kT)).

This defines μi and restricts nothing. The assumption enters with the joint occupation: the probability that i is full while j is empty is taken as the product fi(1 − fj). The one-way flow is then

Γij = fi (1 − fj) W(i→j).

Compare it with the reverse flow. From the definition of μi,

fi/(1 − fi) = exp(−(Ei′ − μi)/kT),

(1 − fj)/fj = exp((Ej′ − μj)/kT).

For any number x, max(x,0) − max(−x,0) = x. With x = Ej′ − Ei′ the rates obey

W(i→j)/W(j→i) = exp(−(Ej′ − Ei′)/kT).

In the product of these three ratios the exponents are

−Ei′ + μi + Ej′ − μj − Ej′ + Ei′ = μi − μj,

so that

Γij/Γji = exp((μi − μj)/kT).

The site energies have cancelled. Two sites with equal electrochemical potentials exchange no net flow, however strongly their energies are tilted. The net flow from i to j is

J = Γij − Γji = Γji [exp((μi − μj)/kT) − 1].

The bracket is (μi − μj)/kT to first order. Since it is already small, Γji may be replaced by its equilibrium value Γ₀:

J ≈ Γ₀ (μi − μj)/kT.

This step requires Γji to be continuous, not differentiable. That matters because the Miller-Abrahams rate has a kink at Ei = Ej. Suppose the energies are equal, the occupations are frozen, and the potential raises site i by x kT with x > 0. The hop back now pays exp(−x), and J = Γ₀(1 − exp(−x)). If site i is lowered by the same amount, J has the opposite sign and the same size. The chord differs from the tangent by the fraction x/2, which vanishes with the drive. The kink affects the second order and leaves the resistance alone.

The voltage across the bond is (μi − μj)/e and the size of the current is eJ. Their ratio is

R = (μi − μj)/(e²J) = kT/(e²Γ₀).

It remains to evaluate Γ₀ = fi(1 − fj)W(i→j) in equilibrium. Multiplying numerator and denominator of the Fermi function by exp(−E/2kT), and those of 1 − f by exp(E/2kT) after writing 1 − f = 1/(1 + exp(−E/kT)), gives

fi = exp(−Ei/2kT)/[2 cosh(Ei/2kT)],

1 − fj = exp(Ej/2kT)/[2 cosh(Ej/2kT)].

The energy exponent of the product with W is 1/kT times

(Ej − Ei)/2 − max(Ej − Ei, 0) = −|Ej − Ei|/2.

For Ej > Ei the left side is (Ej − Ei)/2 − (Ej − Ei), and for Ej < Ei it is (Ej − Ei)/2; both equal the right side. Hence

Γ₀ = ν₀ exp(−2r/a) exp(−|Ei − Ej|/2kT) / [4 cosh(Ei/2kT) cosh(Ej/2kT)].

This is symmetric in i and j, as a resistor requires. Finally,

2 cosh(E/2kT) = exp(|E|/2kT) (1 + exp(−|E|/kT)).

Inserting this for both sites into R = kT/(e²Γ₀) gives the stated R, with ξ and F as above.

**Removing the absolute values**

Call the higher of the two energies E> and the lower one E<, both still measured from μ. The half-sum in ξ has three cases.

Both sites above μ:

(E> + E< + E> − E<)/2 = E>.

Both sites below μ:

(−E> − E< + E> − E<)/2 = −E<.

One site on each side:

(E> − E< + E> − E<)/2 = E> − E<.

In each case the value found is the largest of the three candidates E>, −E< and E> − E<. When both energies are positive, subtracting E< from E> lowers it, and −E< is negative. When both are negative, adding E> to −E< lowers it, and E> is negative. When they straddle μ, E> − E< is the sum of two non-negative terms, each of which is one of the other candidates. With energies on any common scale, where μ is no longer zero,

ξ = 2r/a + max(E> − μ, μ − E<, E> − E<)/kT.

The maximum is the spread of the three levels Ei, Ej and μ: the highest minus the lowest. With energies measured from μ, the same maximum can be written without ordering the sites, as max(|Ei|, |Ej|, |Ei − Ej|). The absolute values must then stay: for Ei = −0.05 eV and Ej = −0.15 eV, max(Ei, Ej, Ei − Ej) gives 0.10 eV, while the half-sum is 0.15 eV.

The spread also shows which sites can take part in conduction. If bonds with ξ above some limit ξc are discarded, every remaining bond has r ≤ aξc/2, and both its sites lie within kTξc of the Fermi level, since the spread is at least as large as either distance from μ.

**Second derivation: count hops in equilibrium**

Now no rate is linearized. Connect each site to its own plate of a capacitor C, so closely that the plate restores the site's equilibrium occupation between hops across the bond. The site energies move with their plates. Let N be the net number of electrons that have passed from i to j. The charging energy is e²N²/2C, and the transferred charge opposes further transfer:

μi − μj = −e²N/C.

If the bond has a linear resistance R, the mean flow at given N is

(μi − μj)/(e²R) = −N/(RC).

Let N rise by one at the rate A₊ and fall by one at the rate A₋. A rise changes N² by 2N + 1, and a fall changes it by −2N + 1. Therefore

d⟨N²⟩/dt = 2⟨N(A₊ − A₋)⟩ + ⟨A₊ + A₋⟩.

The difference A₊ − A₋ is the mean flow −N/(RC). For a large capacitor the typical voltage is small and both rates are close to the equilibrium flow Γ₀, so their sum is 2Γ₀. In equilibrium ⟨N²⟩ is constant:

0 = −2⟨N²⟩/(RC) + 2Γ₀.

The Boltzmann distribution exp(−e²N²/2CkT) is a Gaussian with ⟨N²⟩ = CkT/e². Inserting it gives

R = kT/(e²Γ₀).

"Large" means C ≫ e²/kT. The typical difference μi − μj is then e√(kT/C) ≪ kT, and N spreads over many integers, so the sum over N may be replaced by the Gaussian integral. The resistance has been obtained from the number of hops that occur with no bias at all.

The flow Γ₀ can also be found without Fermi functions. The pair has four configurations, with weights 1 (both empty), exp(−Ei/kT), exp(−Ej/kT) and exp(−(Ei + Ej)/kT) (both full). Their sum is

Z = (1 + exp(−Ei/kT)) (1 + exp(−Ej/kT)).

A hop from i to j starts with i full and j empty. Because Ei + max(Ej − Ei, 0) = E>,

Γ₀ = ν₀ exp(−2r/a) exp(−E>/kT)/Z.

The reverse hop gives the same expression. To bring Z into the earlier form, use

1 + exp(−E/kT) = exp(−min(E,0)/kT) (1 + exp(−|E|/kT)),

which is immediate for E > 0 and follows for E < 0 by taking out the large exponential. Then

R = (kT/e²ν₀) exp(2r/a) exp([E> − min(Ei,0) − min(Ej,0)]/kT) F.

The two minima add up to the lowest energy the pair can have: 0 if both levels are above μ, Ei + Ej if both are below, and E< if they straddle it. Subtracting this from E> gives E>, −E< and E> − E< in the three cases, the same maximum as before. The spread is thus an activation energy: the pair must climb from its lowest configuration to the one with the electron on the higher site and the lower site empty.

**What each derivation assumes**

Both use Miller-Abrahams rates, independent site energies and a thermal phonon bath. The first applies the product fi(1 − fj) under bias. In return it gives the flow at finite bias wherever the occupations are known. The second needs the product only in equilibrium, where it holds for independent sites, but it presumes a linear resistance and plates that refresh the sites between hops. It says nothing about large bias.

Inside a network, neighbours take the place of the plates, and they need not refresh a site quickly. Both derivations then share a weakness: the occupations of neighbouring sites can become correlated when current flows. The size of this error is found below for one network.

The second picture is the easier one to extend. If an electron on the upper site is attracted by the vacancy it left on the lower one, the energy of the transferred configuration falls. For a permittivity of 20 and r = 1.5 nm the attraction is 0.048 eV, or 1.86 kT. For a straddling pair with a spread of 0.15 eV, the leading exponent falls by that amount.

**Four bonds with numbers**

The parameters are round values in the rough range of an oxide resistive-memory cell in its high-resistance state: a = 0.3 nm, ν₀ = 10¹³ s⁻¹, T = 300 K and r = 1.5 nm. Then 2r/a = 10 and kT/(e²ν₀) = 16.1 kΩ.

For the pair at 0.05 and 0.15 eV the spread is 0.15 eV:

ξ = 10 + 0.150/0.02585 = 15.80,

16.1 kΩ × exp(15.80) ≈ 118 GΩ,

F = (1 + exp(−1.934)) (1 + exp(−5.80)) = 1.148,

R ≈ 135 GΩ.

The mirrored pair at −0.05 and −0.15 eV has the same resistance, since R depends on |Ei|, |Ej| and |Ei − Ej|. The straddling pair at 0.05 and −0.10 eV has the same exponent and a slightly larger F of 1.168, giving 137 GΩ. For the pair at 0.01 and 0.02 eV, ξ = 10.77 and F = 2.45. Its resistance is 1.89 GΩ, of which the exponent alone would give 0.77 GΩ. The bounded factor thus matters most for sites close to the Fermi level. When both |E| ≪ kT it tends to 4, and distance alone ranks the bonds.

The closed form was tested against finite differences of the defining flows for 304 energy pairs, with the drive divided in three ways between potential and occupation. The largest relative error was 5 × 10⁻⁶ at a drive of 10⁻⁵ kT, which is the fraction x/2 derived for the kink. In a second test, the low-temperature slope of ln(R/T) against 1/kT for the first three bonds agreed with 0.15 eV to within 10⁻⁴ eV.

**A cell with five traps**

Five traps lie in a 6 nm gap between contacts at x = 0 and x = 6 nm. Their positions (x, y, z in nm) and energies are (1.2, 0, 0) at 0.05 eV, (2.4, 0.6, 0) at −0.08 eV, (2.6, −0.8, 0.5) at 0.12 eV, (3.9, 0.2, 0.3) at 0.03 eV and (4.9, −0.4, 0) at −0.11 eV. Each contact acts as a level at its own Fermi energy, at the perpendicular distance from the trap. In the steady state as much current enters a trap as leaves it, so the bonds form a Kirchhoff network.

Its resistance is 80 GΩ, against 59 GΩ if F is dropped from every bond. The main path runs from the left contact through traps 1, 2, 4 and 5, with exponents 9.9, 14.0, 14.8, 13.4 and 11.6. The bond from 2 to 4 has the largest exponent on this path. The potential falls across it from 0.770 to 0.206 of the bias, more than half the total, while it carries about three quarters of the current. Trap 3 provides a detour for about a fifth of the current. At 358 K (85 °C), with everything else fixed, the resistance drops to 49 GΩ.

The steady state of the unlinearized flows, with product occupations and a bias of 10⁻⁴ kT/e, reproduced the network resistance to within 10⁻³. A master equation for all 32 occupation patterns does without the product. At zero bias it returned the Fermi occupations to within 10⁻⁷, but its linear resistance is 1.64 times the network value, about 131 GΩ. For this cell with non-interacting traps, then, neglecting correlations costs more than neglecting F. The figures depend on the model. If the contacts fill and empty the traps through Fermi functions, as a metal does, the network gives 77.5 GΩ and the master equation 117.5 GΩ, a ratio of 1.52. The Coulomb interaction between traps matters more. Take a permittivity of 20, no screening by the contacts, and the listed energies as those for adding or removing one electron when traps 2 and 5 are full. The two values then fall to about 14 and 16 GΩ, a ratio of only 1.16.

**Where the linear law fails**

Linearization requires μi − μj to be well below kT, with site energies and occupations close to equilibrium. If the occupations are frozen, μi − μj is the energy drop per hop, which is e times the field along the bond times r. At r = 1.5 nm this drop equals kT at 0.17 MV/cm. A read voltage of 0.2 V across 6 nm gives 0.33 MV/cm, so the drop divided by kT is x = 1.93.

Take the pair at 0.05 and 0.15 eV with frozen occupations. The field shifts the lower site by 0.05 eV, which does not reverse the order of the levels. The downhill flow Γji therefore stays at Γ₀, and the expression for J gives, relative to the linear law,

(exp(x) − 1)/x = 3.06 for electrons driven uphill,

(1 − exp(−x))/x = 0.44 for electrons driven downhill.

In the cell the occupations readjust, and μi − μj on a resistive bond can exceed the energy drop due to the field. At 0.2 V the linear network would put 0.11 eV, or 4.4 kT, across the bond from 2 to 4, where the field supplies 0.05 eV. The unlinearized flows with product occupations give 0.06 eV at +0.2 V and 0.11 eV at −0.2 V. The 32-pattern equation gives resistances of 0.40 and 0.56 times its own linear value at +0.2 V and −0.2 V. Either of two symmetries would force the two to be equal, and the cell has neither. One is a mirror symmetry of positions and energies together. The other is the exchange of electrons and holes, which reverses the sign of every energy and of the bias: with all five energies at the Fermi level it maps the cell onto itself at the opposite bias, and the same uneven positions give equal resistances for both signs. The linear resistance is thus a low-bias quantity. At this read voltage the linear value of 131 GΩ is too high by factors of 2.5 and 1.8. The 80 GΩ of the resistor network is closer, too high by 1.5 and 1.1, only because neglecting correlations and neglecting the bias err in opposite directions.

Other omissions can be compared with what the model keeps. If a single phonon supplies the whole uphill step Δ, using the Bose number of phonons in place of exp(−Δ/kT) multiplies the conductance by 1/(1 − exp(−Δ/kT)), which is 1.02 for Δ = 0.10 eV. In many oxides the phonon energies end near 0.1 eV, and most steps on the main path of the cell are larger. Such hops need several phonons, and the Miller-Abrahams rate is then only a simple model of them. An overlap prefactor (r/a)² would change by a factor of 4 between 1 and 2 nm, where exp(2r/a) changes by 786. Emission to a band 1 eV above the trap has an exponent of 38.7, and direct tunnelling across the gap has 40, both far above the hopping exponents.

**Comparison with real cells**

High-resistance states of filamentary oxide cells vary widely, but megohms are a fair rough figure, so 80 GΩ is far from typical. The example has essentially one chain of widely spaced traps. Shortening a hop from 1.5 to 1.0 nm alone lowers its exponent by 3.3 and its resistance by a factor of 28, and parallel chains lower the total further.

A doubtful assumption in an ionic oxide is that the lattice stays rigid around the electron. With a relaxation energy λ, the Marcus barrier for an uphill step Δ is (λ + Δ)²/4λ, which exceeds Δ by (λ − Δ)²/4λ. For Δ = 0.10 eV and an unchanged prefactor, this raises the bond resistance by a factor of 22 at λ = 0.5 eV and about 2500 at λ = 1 eV. These are classical values, valid when the phonon energies are below about kT. Oxide phonons are stiffer, and nuclear tunnelling lowers the factors: a quantum multiphonon rate with the same λ gives about 17 and 1500 for a phonon band centred at 0.04 eV, and about 10 and 450 for one centred at 0.08 eV. Even these are larger than the corrections found above for F, correlations and bias, and they move the example further from the typical value. The figure of 80 GΩ therefore illustrates the formula and does not predict the resistance of a device.

Computed results

```
decay length a = 0.3 nm, attempt rate = 1e+13 1/s
kT at 300 K = 0.02585 eV; at 358.15 K = 0.03086 eV
prefactor kT/(e^2 nu0) = 16.136 kOhm
bond length = 1.5 nm, 2r/a = 10.000
bond above: Ei = 0.05 eV, Ej = 0.15 eV
  spread = 0.150 eV, exponent xi = 15.802
  R bare = 117.657, full = 135.072 GOhm, factor 1.1480
bond below: Ei = -0.05 eV, Ej = -0.15 eV
  spread = 0.150 eV, exponent xi = 15.802
  R bare = 117.657, full = 135.072 GOhm, factor 1.1480
bond astride: Ei = 0.05 eV, Ej = -0.10 eV
  spread = 0.150 eV, exponent xi = 15.802
  R bare = 117.657, full = 137.479 GOhm, factor 1.1685
bond near: Ei = 0.01 eV, Ej = 0.02 eV
  spread = 0.020 eV, exponent xi = 10.774
  R bare = 0.770, full = 1.890 GOhm, factor 2.4539
unordered signed maximum, bond below = 0.100 eV (wrong)
largest relative error, closed form vs flows = 5.0e-06
gap = 6.0 nm; traps (x, y, z in nm; E in eV):
  trap 1: 1.2, 0.0, 0.0; 0.05
  trap 2: 2.4, 0.6, 0.0; -0.08
  trap 3: 2.6, -0.8, 0.5; 0.12
  trap 4: 3.9, 0.2, 0.3; 0.03
  trap 5: 4.9, -0.4, 0.0; -0.11
network R, full bonds = 79.993 GOhm
network R, bare exponents = 59.237 GOhm
network R at 358.15 K = 48.752 GOhm
bonds carrying over 10% of the current (share, exponent):
  1 to 2: 0.779, 13.97
  1 to 3: 0.213, 15.90
  2 to 4: 0.765, 14.80
  3 to 4: 0.230, 15.66
  4 to 5: 0.898, 13.44
  4 to R: 0.101, 15.16
  5 to R: 0.899, 11.59
  L to 1: 0.997, 9.93
trap potentials / bias: 0.991 0.770 0.593 0.206 0.040
R with correlations / network R = 1.6419
read voltage = 0.2 V, field = 0.333 MV/cm
field where e F r = kT = 0.172 MV/cm
e F r / kT on bond above = 1.934
its flow / linear flow: up 3.060, down 0.442
cell R at +V, -V / linear R = 0.403, 0.561
Bose phonon factor on conductance, 0.10 eV = 1.0213
1 to 2 nm: (r/a)^2 grows x4, exp(2r/a) x786
Coulomb, permittivity 20: 0.0480 eV = 1.857 kT
relaxation 0.5 eV: extra exponent 3.09, factor 22.1
relaxation 1.0 eV: extra exponent 7.83, factor 2.52e+03
band emission from 1.0 eV: exponent 38.68
direct tunnelling across gap: exponent 2L/a = 40.0
```
